# Conserving precursor in a finite-volume deposition reactor

## One cell above a growing film

Take a single gas cell of height \(\Delta y\) above a reactive wall, with no flow and no other open face. It holds \(c\) precursor molecules per volume, hence \(\Delta y\,c\) per wall area. Let the wall remove \(J=\kappa c\) molecules per area and time, where \(\kappa\) is an effective rate constant. A backward Euler step from \(c^n\) to \(c^{n+1}\) reads

\[
\Delta y\,(c^{n+1}-c^n)=-\Delta t\,\kappa c^{n+1}.
\]

If the film is credited with \(\Delta t\,\kappa c^{n+1}\), gas plus film is unchanged, however large \(\Delta t\) is. If it is credited with \(\Delta t\,\kappa c^n\), the sum changes by

\[
\Delta y\,(c^{n+1}-c^n)+\Delta t\,\kappa c^n=\Delta t\,\kappa\,(c^n-c^{n+1}),
\]

which is positive while the gas is being depleted. Both credits approximate the same physical flux, but only the first is the amount the gas equation removed. The same distinction decides conservation in a full reactor.

## Model and wall closure

A dilute precursor flows along \(x\) through a channel of length \(L\) and height \(H\):

\[
\partial_t c+u(y)\,\partial_x c=D(\partial_x^2c+\partial_y^2c).
\]

The diffusivity \(D\) is constant and there are no gas reactions. The upper wall is inert. At the lower wall, \(y=0\), diffusion supplies a first-order surface reaction:

\[
D\,\partial_y c=k c_w=J,\qquad \partial_t h=\Omega J .
\]

Here \(c_w\) is the density at the wall, \(h\) the film thickness and \(\Omega\) the solid volume added per consumed molecule. The flux \(J\) is positive into the film. This Robin condition covers both reaction-limited and transport-limited growth of this first-order, irreversible kind. It has no site saturation, so it does not describe self-limiting growth.

The gas domain is kept fixed. A wall advancing at speed \(\Omega J\) sweeps up gas at the rate \(c_w\Omega J\), a fraction \(\Omega c_w\) of the reaction flux. The approximation therefore needs \(\Omega c\ll1\) and \(h\ll H\); otherwise the cell volumes must change and the balance gains terms for the moving faces.

Use uniform cells of size \(\Delta x\times\Delta y\), with densities stored at their centres. The first centre lies \(\Delta y/2\) above the wall. Equating the diffusive supply across this half cell to the reaction gives

\[
\frac{2D}{\Delta y}(c_1-c_w)=kc_w .
\]

Multiply by \(\Delta y/(2D)\) and define \(\beta=k\Delta y/(2D)\). Then \(c_1=(1+\beta)c_w\), so

\[
J=kc_w=\kappa c_1,\qquad \kappa=\frac{k}{1+\beta}.
\]

For \(\beta\ll1\), \(\kappa\to k\): the half cell adds little resistance, although diffusion across the rest of the channel may still limit growth. For \(\beta\gg1\), \(\kappa\to2D/\Delta y\) and diffusion across the half cell limits the flux for a given \(c_1\).

## The scheme and its ledger

All amounts are per metre of channel width, and \(V=\Delta x\Delta y\). Between horizontal neighbours \(p\) and \(e\), the flow to the right is

\[
\Delta y\left[u\,\frac{c_p+c_e}{2}-D\,\frac{c_e-c_p}{\Delta x}\right].
\]

It is subtracted from \(p\) and added to \(e\). Vertical diffusion, with coefficient \(D\Delta x/\Delta y\), is treated in the same paired way. The inlet supplies the total flux \(uc_{\rm in}\), and the outlet removes \(uc_{\rm last}\), its diffusive flux being set to zero.

Collect net outflow from the cells in \(Kc\) and feed in \(b\), so that \(V\,dc/dt=-Kc+b\). Let \(\mathbf 1\) be the vector of ones. Interior flows cancel in the sum over cells, leaving

\[
\mathbf 1^{\mathsf T}Kc=X(c)+F(c),
\]

\[
X=\sum_j\Delta y\,u_jc_{{\rm last},j},\qquad
F=\sum_i\Delta x\,J_i .
\]

Thus \(X\) is the exhaust rate and \(F\) the total wall rate. For a time weight \(0\le\theta\le1\), the step is

\[
(VI+\theta\Delta t K)c^{n+1}
=\bigl[VI-(1-\theta)\Delta t K\bigr]c^n+\Delta t\,b .
\]

Sum over cells and move the old gas content to the left:

\[
\begin{aligned}
V\sum_p(c_p^{n+1}-c_p^n)={}&\Delta t\,\mathbf 1^{\mathsf T}b\\
&-\Delta t\,[\theta X^{n+1}+(1-\theta)X^n]\\
&-\Delta t\,[\theta F^{n+1}+(1-\theta)F^n].
\end{aligned}
\]

The last line is what transport removes at the wall. The matching film update, on each face, is

\[
h_i^{n+1}-h_i^n=\Omega\Delta t\,[\theta J_i^{n+1}+(1-\theta)J_i^n].
\]

Divide by \(\Omega\), multiply by \(\Delta x\) and sum: the film gains precisely the last line with its sign reversed. Define the defect

\[
E=(\text{gas}+\text{film gain}+\text{exhaust})-(\text{initial gas}+\text{feed}),
\]

with exhaust and feed accumulated using the weights above. Then \(E=0\) in exact arithmetic, with no condition on the grid or \(\Delta t\). Computed sums retain rounding and solver errors.

If the film uses some other flux, \(E\) equals the total film credit minus the total wall removal. Equality on every face is sufficient for \(E=0\), but not necessary: too much film on one face can hide too little on another. Face-by-face equality is what makes the balance local.

## Implementation and cost

For constant coefficients, assemble and factor the matrix once. In the pseudocode, `c[:,1]` denotes the cells next to the wall.

```text
kappa = k / (1 + k*dy/(2*D))
assemble K face by face
factor M = V*I + theta*dt*K
gas0 = V*sum(c); film = out = fed = 0
J = kappa*c[:,1]; X = exhaust_rate(c)

for each step:
    rhs = V*c - (1-theta)*dt*K*c + dt*b
    solve M*c_new = rhs
    J_new = kappa*c_new[:,1]
    X_new = exhaust_rate(c_new)
    q = dt*(theta*J_new + (1-theta)*J)
    h    += Omega*q
    film += dx*sum(q)
    out  += dt*(theta*X_new + (1-theta)*X)
    fed  += dt*sum(b)
    E = V*sum(c_new) + film + out - gas0 - fed
    c, J, X = c_new, J_new, X_new
```

For an independent audit of the stored film, replace `film` in \(E\) by \(\sum_i\Delta x(h_i-h_i^0)/\Omega\).

With \(N_c=N_xN_y\) unknowns there are at most five matrix entries per row. Numbering cells first along \(y\) gives half-bandwidth \(N_y\). A banded factorization then costs \(O(N_cN_y^2)\) operations, and each later solve \(O(N_cN_y)\). The film update costs \(O(N_x)\). A change in \(k\), \(u\), \(D\) or \(\Delta t\) requires a new factorization.

## Nonnegative densities and stability

Consider backward Euler, \(\theta=1\), with \(M=VI+\Delta tK\). The coefficient coupling a cell to its right neighbour is \(\Delta t\Delta y(u/2-D/\Delta x)\). It is nonpositive if

\[
\frac{u\Delta x}{D}\le2 .
\]

The other off-diagonal entries are nonpositive for \(u\ge0\). Each column of \(M\) sums to \(V\) plus nonnegative exhaust and wall terms, so its diagonal entry is positive and exceeds the summed magnitudes of the others.

Write \(M=\Lambda-B\), where \(\Lambda\) is the diagonal and \(B\ge0\). The column sums of \(B\Lambda^{-1}\) are below one, so

\[
M^{-1}=\Lambda^{-1}\sum_{m=0}^{\infty}(B\Lambda^{-1})^m\ge0 .
\]

Nonnegative old densities and feed therefore give nonnegative new densities. Moreover, \(V\mathbf 1^{\mathsf T}\le\mathbf 1^{\mathsf T}M\). Multiplying on the right by the nonnegative \(M^{-1}\) gives \(V\mathbf 1^{\mathsf T}M^{-1}\le\mathbf 1^{\mathsf T}\). Without feed, the summed magnitude of \(c\) cannot grow, for any \(\Delta t\).

For \(\theta<1\), the same argument also needs a nonnegative old-density term. A sufficient extra condition is \((1-\theta)\Delta tK_{pp}\le V\) for every cell. Conservation does not need this condition, but positivity may fail without it.

## Three ways to lose the balance

**Wrong time level.** Suppose transport uses weight \(\theta\) and the film uses \(\varphi\). Film credit minus wall removal in one step is

\[
\Delta t[\varphi F^{n+1}+(1-\varphi)F^n-\theta F^{n+1}-(1-\theta)F^n]
=(\varphi-\theta)\Delta t(F^{n+1}-F^n).
\]

Over \(N\) steps of equal length the intermediate rates cancel:

\[
E=(\varphi-\theta)\Delta t\,(F^N-F^0).
\]

For backward Euler with a lagged film, \(\theta=1\) and \(\varphi=0\), so \(E=-\Delta t(F^N-F^0)\). After a complete pulse and purge with this fixed step, both end rates are near zero and so is the defect. A closed ledger at that moment does not show that the time levels agree. If \(\Delta t\) changes on the way, the cancellation is incomplete and a defect can remain after the purge.

**Wrong density.** Suppose transport uses \(J=kc_w\), while the film uses \(kc_1=(1+\beta)J\) at the same time level. The excess is \(\beta J\) on every face and step. With uniform \(\beta\),

\[
E=\beta\times(\text{amount removed at the wall}).
\]

This error accumulates and survives the purge.

**Unfinished linear solve.** For \(\theta=1\), let the approximate solution leave a residual \(r=\mathrm{rhs}-Mc^{n+1}\). Summing \(Mc^{n+1}=\mathrm{rhs}-r\), and crediting film and exhaust from this same \(c^{n+1}\), gives

\[
E_{\rm step}=-\sum_p r_p .
\]

The sign can be predicted for Jacobi iteration, \(c\leftarrow c+\Lambda^{-1}r\). Its new residual is

\[
r-M\Lambda^{-1}r=r-(\Lambda-B)\Lambda^{-1}r=B\Lambda^{-1}r .
\]

Starting from \(c=0\) with a nonnegative right side, every residual is nonnegative. From this start, stopping early therefore loses precursor under the positivity condition above. The sign depends on the start. If the feed is switched off at a steady state \(Kc^n=b\) and the iteration starts from \(c^n\), the first residual is \(Vc^n-Mc^n=-\Delta t\,b\le0\), and stopping early gains precursor.

Clipping a negative density to zero has the opposite effect: it adds \(V|c_p|\) to the gas for each clipped cell. For \(\theta=1\), the ledger still closes if film and exhaust are credited from the density before clipping and the added gas is entered as an artificial source.

## Conservation is not accuracy

One could use \(kc_1\) in both transport and film. The two amounts agree, so the ledger closes, but the wall condition is less accurate. The no-flow problem shows by how much.

Let \(\delta=\Delta y/H\), \(s_j=(j-\tfrac12)\delta\), and try \(c_j=\cos[\mu(1-s_j)]\). Symmetry about \(s=1\) satisfies the inert wall. The identity \(\cos(a+b)+\cos(a-b)=2\cos a\cos b\) turns the interior difference into a decay rate

\[
\lambda=\frac{4D}{\Delta y^2}\sin^2\frac{\mu\delta}{2}.
\]

Extend the mode to a fictitious cell \(c_0\) below the wall. The half-cell closure is equivalent to \(c_w=(c_0+c_1)/2\) and \(D(c_1-c_0)/\Delta y=kc_w\), since eliminating \(c_0=2c_w-c_1\) restores the earlier flux equality. For the cosine,

\[
c_1-c_0=2\sin\mu\sin\frac{\mu\delta}{2},\qquad
c_w=\cos\mu\cos\frac{\mu\delta}{2}.
\]

With \(\mathrm{Bi}=kH/D\), the wall condition becomes

\[
\frac{2}{\delta}\tan\frac{\mu\delta}{2}\,\tan\mu=\mathrm{Bi}.
\]

As \(\delta\to0\) this is the continuous condition \(\mu\tan\mu=\mathrm{Bi}\), with \(\lambda_0=D\mu^2/H^2\). From here on \(\mu\) denotes the continuous root. Since \((2/\delta)\tan(\mu\delta/2)\simeq\mu(1+\mu^2\delta^2/12)\), its grid shift \(\Delta\mu\) obeys

\[
\frac{d(\mu\tan\mu)}{d\mu}\,\Delta\mu\simeq-\mathrm{Bi}\,\frac{\mu^2\delta^2}{12}.
\]

The derivative is \(\tan\mu+\mu(1+\tan^2\mu)=(\mathrm{Bi}+\mathrm{Bi}^2+\mu^2)/\mu\). Define

\[
S=\frac{2\,\mathrm{Bi}}{\mathrm{Bi}+\mathrm{Bi}^2+\mu^2}.
\]

Then \(2\Delta\mu/\mu\simeq-S\mu^2\delta^2/12\). The sine in \(\lambda\) contributes a further \(-\mu^2\delta^2/12\), so

\[
\frac{\lambda-\lambda_0}{\lambda_0}\simeq-\frac{\mu^2\delta^2}{12}(1+S).
\]

The half-cell closure is second order for this rate.

Using \(kc_1\) instead is the half-cell closure with a changed constant \(k'\), where \(k'/[1+k'\Delta y/(2D)]=k\). Solving gives \(k'=k/(1-\beta)\) for \(\beta<1\). The same derivative shows that \(S=d\ln\lambda_0/d\ln\mathrm{Bi}\), so the leading relative error is \(+S\beta\), which is first order in \(\Delta y\).

For \(\mathrm{Bi}=2\), root finding gives \(\mu=1.0769\), hence \(S\simeq0.56\). Diagonalizing the matrix with 10, 20 and 40 cells gives errors relative to \(\lambda_0\) of \(-0.150\%\), \(-0.038\%\) and \(-0.009\%\) for the half-cell closure. With \(kc_1\) they are \(5.74\%\), \(2.83\%\) and \(1.41\%\). Halving the cell divides the first error by about four and the second by about two.

## A pulse followed by a purge

Choose a model precursor with \(L=10\) cm, \(H=1\) cm, mean speed \(U=0.1\) m/s, \(D=10^{-4}\ \mathrm{m^2/s}\), \(k=0.02\) m/s, \(c_{\rm in}=10^{22}\ \mathrm{m^{-3}}\) and \(\Omega=0.03\ \mathrm{nm^3}\). The laminar profile is \(u=6U(y/H)(1-y/H)\), averaged over each row. Feed lasts 2 s and purging another 4 s.

The calculation uses backward Euler, \(100\times20\) cells, \(\Delta t=0.02\) s and a direct sparse solve. Here \(\Omega c_{\rm in}=3\times10^{-7}\), \(\beta=0.05\), and the largest \(u\Delta x/D\) is 1.495, within the positivity condition.

The feed is \(c_{\rm in}UH\times2\,\mathrm s=20\times10^{18}\) molecules per metre of width. In units of \(10^{18}\) per metre, the amounts are:

| Time | Film | Gas | Exhaust |
|---|---:|---:|---:|
| 2 s | 10.891 | 5.714 | 3.395 |
| 6 s | 13.567 | 0.000 | 6.433 |

Each row sums to 20.000. The computed defects are \(1.4\times10^{-14}\) and \(1.7\times10^{-14}\) of the feed, the size of accumulated rounding.

At 2 s the total wall rate is \(6.783\times10^{18}\) per metre and second. A lagged film misses \(0.02\times6.783/20=0.68\%\) of the feed. At 6 s this defect has vanished to the printed precision. Crediting \(kc_1\) gives an excess of \(0.05\times10.891/20=2.7\%\) at 2 s and \(0.05\times13.567/20=3.4\%\) at 6 s. The purge hides the first fault and enlarges the second.

For the first step into an empty reactor, 50 Jacobi sweeps from zero lose 7.6% of that step's feed; 200 sweeps lose 0.0034%. The losses have the predicted sign.

After the purge the film is 8.45 nm thick at the first wall face, 3.73 nm just past mid-channel and 2.2 nm at the last face. Refining the grid in both directions lowers the first value by about 0.01 nm, to 8.44 nm. During the purge the first face gained only 0.11 nm, but the last grew from 1.15 nm, because the remaining gas was carried downstream.

The final film also gives the steady yield. Let \(C=\sum_n\Delta t\,c^{n+1}\). Summing the backward Euler steps from an empty reactor gives \(KC=T_{\rm p}b-Vc^N\), where \(T_{\rm p}\) is the feed duration. Once \(c^N\) is negligible, \(C\) is \(T_{\rm p}\) times the steady solution of \(Kc=b\). Both calculations give a deposited fraction of 67.83% on this grid; refinement in both directions raises it by about 0.002 points, to 67.835%. This agreement cannot reveal a time-step error in the transient, since \(\Delta t\) has dropped out.

Away from the channel ends, the steady density should approach \(Y(y)e^{-\alpha x}\). Substitution gives \(-\alpha uY=D(\alpha^2Y+Y'')\), or

\[
Y''=-\left(\frac{\alpha u}{D}+\alpha^2\right)Y,
\]

with \(Y'(0)=kY(0)/D\) and \(Y'(H)=0\). Integrating from the lower wall and adjusting \(\alpha\) until the upper condition holds gives \(\alpha=11.14\ \mathrm{m^{-1}}\). The steady grid fluxes at the wall faces centred 6.05 and 8.05 cm from the inlet give the same value to these digits.

Finally, change only the number of rows and use each closure in both transport and film:

| Rows | Half-cell yield | \(kc_1\) yield |
|---:|---:|---:|
| 5 | 67.83% | 72.08% |
| 10 | 67.83% | 69.91% |
| 20 | 67.83% | 68.86% |

Both columns conserve precursor. The first column is unusually flat for this profile and this \(k\): with plug flow at the same mean speed it reads 69.12%, 69.32% and 69.37%, and even here the film on the first face is 8.54 nm on five rows against 8.45 nm on twenty. The second starts too high because its effective constant is \(k/(1-\beta)\), which is \(0.025\) m/s on five rows instead of \(0.02\) m/s. A closed ledger rules out a net bookkeeping loss; grid refinement is still needed to judge the film itself.
